# Error from using electronic screening for a relaxed defect in 3C-SiC: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: for a relaxed defect of charge q in a cubic supercell of side L,
# the point-charge correction is alpha*q^2*k/(2*eps*L) with eps the STATIC constant.
# Using the electronic constant instead overcorrects by
#     delta = alpha*q^2*k/(2*L) * (1/eps_inf - 1/eps_static).
# k = e^2/(4 pi epsilon_0) in eV nm; alpha = Madelung constant of a simple cubic
# lattice of charges in a neutralizing background. Lengths in nm, energies in eV.
import itertools
import numpy as np
from scipy import constants as const
from scipy.special import erfc

k_coul = const.e / (4 * np.pi * const.epsilon_0) * 1e9
a_lat, eps_inf, eps_static, charge, n_cells = 0.436, 6.5, 9.7, 2, 3
n_atoms = 8 * n_cells**3
L = n_cells * a_lat


def integer_grid(m):
    r = np.arange(-m, m + 1)
    return np.array(list(itertools.product(r, r, r)), dtype=float)


def ewald_potential(point, eta):
    """Zero-average potential of unit charges on a unit cubic lattice plus
    background; at the origin the charge's own potential is left out."""
    grid = integer_grid(6)
    dist = np.linalg.norm(grid + point, axis=1)
    at_charge = dist.min() < 1e-12
    dist = dist[dist > 1e-12]
    g = 2 * np.pi * grid[np.any(grid != 0, axis=1)]
    g2 = np.sum(g**2, axis=1)
    total = np.sum(erfc(eta * dist) / dist) - np.pi / eta**2
    total += np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * eta**2))
                    * np.cos(g @ point))
    return total - (2 * eta / np.sqrt(np.pi) if at_charge else 0.0)


origin, corner = np.zeros(3), np.full(3, 0.5)
alpha = -ewald_potential(origin, 2.0)
v_far = ewald_potential(corner, 2.0)
assert abs(alpha + ewald_potential(origin, 2.7)) < 1e-9
assert abs(v_far - ewald_potential(corner, 2.7)) < 1e-9


def point_charge_term(q, eps, side=L):
    return alpha * q**2 * k_coul / (2 * eps * side)


# ---- Microscopic test: relaxed rocksalt lattice of smeared ions and springs ----
# Reduced units: cubic lattice constant 1, k_coul 1, ion charges +1 and -1,
# added charge 1. Every charge is a Gaussian of standard deviation 'width'.
width = 0.15
bits = np.array(list(itertools.product([0, 1], repeat=3)))
ion_charge = (-1.0) ** bits.sum(axis=1)
G_host = 2 * np.pi * integer_grid(5)
ion_phase = ion_charge * np.exp(1j * G_host @ (bits.T / 2))


def coulomb_parts(k):
    """Coulomb Hessian, force pattern and sum of exp(-width^2 g^2)/g^2."""
    g = G_host + k
    g2 = np.sum(g**2, axis=1)
    weight = np.zeros(len(g2))
    ok = g2 > 1e-12
    weight[ok] = np.exp(-width**2 * g2[ok]) / g2[ok]
    root = np.sqrt(weight)
    amp = (ion_phase[:, :, None] * (g * root[:, None])[:, None, :])
    amp = amp.reshape(len(g), 24)
    hessian = 4 * np.pi / eps_inf * (amp.T @ amp.conj())
    return hessian, -1j * (amp.T @ root), weight.sum()


# On-site blocks follow from invariance under a rigid shift of the crystal.
hess_gamma = coulomb_parts(np.zeros(3))[0]
site_sum = hess_gamma.reshape(8, 3, 8, 3).sum(axis=2)
onsite = np.zeros((24, 24), dtype=complex)
for s in range(8):
    onsite[3*s:3*s+3, 3*s:3*s+3] = -site_sum[s]

# Spring constant chosen so the long-wave static constant equals eps_static.
optical = np.zeros(24)
optical[0::3] = ion_charge / 2
K_coulomb = (optical @ (hess_gamma + onsite) @ optical).real / 4
K_TO = 4 * np.pi / (0.25 * (eps_static - eps_inf))
spring = (K_TO - K_coulomb) / 6
assert spring > 0


def spring_hessian(k):
    h = np.zeros((8, 8))
    for s in range(8):
        h[s, s] = 6 * spring
        for axis in range(3):
            partner = s ^ (4 >> axis)
            h[s, partner] -= 2 * spring * np.cos(k[axis] / 2)
    return np.kron(h, np.eye(3))


def supercell_energy(n):
    """Energy of the added charge: ions frozen, and ions relaxed."""
    frozen = relaxation = 0.0
    for idx in itertools.product(range(n), repeat=3):
        folded = (np.array(idx) + n // 2) % n - n // 2
        k = 2 * np.pi * folded / n
        hess, force, weight_sum = coulomb_parts(k)
        frozen += 0.5 * 4 * np.pi / (eps_inf * n**3) * weight_sum
        force = force * 4 * np.pi / (eps_inf * n**3)
        vals, vecs = np.linalg.eigh(hess + onsite + spring_hessian(k))
        soft = vals < 1e-8 * vals[-1]
        assert soft.sum() == (0 if not folded.any() else 3) or \
            (folded.any() and soft.sum() == 0)
        proj = np.abs(vecs.conj().T @ force) ** 2
        relaxation -= 0.5 * n**3 * np.sum(proj[~soft] / vals[~soft])
    return np.array([frozen, frozen + relaxation])


sizes = np.array([4, 5, 6, 8])
energies = np.array([supercell_energy(n) for n in sizes])
powers = np.column_stack([sizes ** (-float(p)) for p in (0, 1, 3, 5)])
coeff = np.linalg.solve(powers, energies)
eps_frozen_slope = -alpha / (2 * coeff[1, 0])
eps_relaxed_slope = -alpha / (2 * coeff[1, 1])
assert abs(eps_frozen_slope / eps_inf - 1) < 1e-3
assert abs(eps_relaxed_slope / eps_static - 1) < 1e-2

# ---- The estimate ----
pc_inf = point_charge_term(charge, eps_inf)
pc_static = point_charge_term(charge, eps_static)
delta = pc_inf - pc_static

# The 216-ion model cell was not used in the size extrapolation above.
model_shift = ((supercell_energy(n_cells)[1] - coeff[0, 1])
               * charge**2 * k_coul / a_lat)
residual_static = model_shift + pc_static
residual_inf = model_shift + pc_inf
assert abs(residual_static) < 0.5 * delta
assert abs(residual_static) < abs(residual_inf)

# ---- Alignment test: Gaussian charge in a uniform static dielectric ----
spread = 0.1
n_grid = integer_grid(14)
g = 2 * np.pi / L * n_grid[np.any(n_grid != 0, axis=1)]
g2 = np.sum(g**2, axis=1)
kernel = 4 * np.pi * k_coul / (eps_static * L**3 * g2)
E_periodic = 0.5 * charge**2 * np.sum(kernel * np.exp(-spread**2 * g2))
E_isolated = charge**2 * k_coul / (2 * eps_static * spread * np.sqrt(np.pi))
V_corner = charge * np.sum(kernel * np.exp(-spread**2 * g2 / 2)
                           * np.cos(g @ (corner * L)))


def error_after_alignment(eps_used):
    offset = V_corner - charge * k_coul * v_far / (eps_used * L)
    return (E_periodic + point_charge_term(charge, eps_used)
            - charge * offset - E_isolated)


aligned_static = error_after_alignment(eps_static)
aligned_inf = error_after_alignment(eps_inf)
aligned_rule = (charge**2 * k_coul / L * (alpha / 2 + v_far)
                * (1 / eps_inf - 1 / eps_static))
assert abs(aligned_static) < 1e-5
assert abs(aligned_inf - aligned_rule) < 1e-5
spread_term = E_periodic - E_isolated + pc_static
spread_rule = 2 * np.pi * charge**2 * k_coul * spread**2 / (eps_static * L**3)
assert abs(spread_term - spread_rule) < 1e-5


# ---- Consequences and sensitivity ----
def term_error(q):
    return point_charge_term(q, eps_inf) - point_charge_term(q, eps_static)


shift_2_0 = (term_error(0) - term_error(2)) / 2
shift_2_1 = term_error(1) - term_error(2)
L_target = L * delta / 0.1
atoms_target = 8 * (L_target / a_lat) ** 3
n_needed = int(np.ceil(L_target / a_lat))
error_needed = (point_charge_term(charge, eps_inf, n_needed * a_lat)
                - point_charge_term(charge, eps_static, n_needed * a_lat))
assert error_needed <= 0.1
trials = [point_charge_term(charge, eps_inf * x)
          - point_charge_term(charge, eps_static * y)
          for x in (0.95, 1.05) for y in (0.95, 1.05)]

print(f"Lattice constant (rough input): {a_lat:.3f} nm")
print(f"Electronic dielectric constant: {eps_inf:.1f}")
print(f"Static dielectric constant: {eps_static:.1f}")
print(f"Defect charge: {charge:+d} e")
print(f"Atoms in supercell: {n_atoms}")
print(f"Supercell side L: {L:.3f} nm")
print(f"Coulomb constant e^2/(4 pi epsilon_0): {k_coul:.5f} eV nm")
print(f"Madelung constant alpha: {alpha:.5f}")
print(f"Unscreened point-charge term: {point_charge_term(charge, 1):.4f} eV")
print(f"Point-charge term, electronic constant: {pc_inf:.4f} eV")
print(f"Point-charge term, static constant: {pc_static:.4f} eV")
print(f"Overcorrection delta: {delta:.4f} eV = {delta*const.e:.3e} J")
print(f"Relative overcorrection: {100*delta/pc_static:.1f} %")
print(f"Shift of (2+/0) level: {shift_2_0:.4f} eV")
print(f"Shift of (2+/+) level: {shift_2_1:.4f} eV")
print(f"Model: dielectric constant from frozen slope: {eps_frozen_slope:.4f}")
print(f"Model: dielectric constant from relaxed slope: {eps_relaxed_slope:.4f}")
print(f"Model, 216 ions: raw finite-size shift: {model_shift:.4f} eV")
print(f"Model, 216 ions: error left, static: {residual_static:.4f} eV")
print(f"Model, 216 ions: error left, electronic: {residual_inf:.4f} eV")
print(f"Corner potential coefficient v: {v_far:.5f}")
print(f"Gaussian spread per axis (input): {spread:.2f} nm")
print(f"Energy term from charge spread: {spread_term:.4f} eV")
print(f"Error after alignment, static constant: {aligned_static:.6f} eV")
print(f"Error after alignment, electronic constant: {aligned_inf:.4f} eV")
print(f"Part of delta cancelled by alignment: {100*(1-aligned_inf/delta):.1f} %")
print(f"Delta, both constants uncertain by 5 %, lowest: {min(trials):.4f} eV")
print(f"Delta, both constants uncertain by 5 %, highest: {max(trials):.4f} eV")
print(f"Cell side for delta = 0.1 eV: {L_target:.3f} nm")
print(f"Atoms for delta = 0.1 eV (continuous): {atoms_target:.0f}")
print(f"Smallest whole cubic cell: {n_needed} x {n_needed} x {n_needed}")
print(f"Atoms in that cell: {8*n_needed**3}")
print(f"Delta in that cell: {error_needed:.4f} eV")
print("PASS")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 118, in <module>
    energies = np.array([supercell_energy(n) for n in sizes])
                        ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 118, in <listcomp>
    energies = np.array([supercell_energy(n) for n in sizes])
                         ^^^^^^^^^^^^^^^^^^^
  File "check.py", line 111, in supercell_energy
    (folded.any() and soft.sum() == 0)
                      ^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The assertion that counts zero-frequency modes had its two cases swapped. At zero wavevector, where a free crystal must have exactly three rigid-translation modes, it demanded none, so it failed at the first wavevector of the first supercell. It now demands three at zero wavevector and none elsewhere, which is stricter than before, since the old condition would also have let three soft modes pass at a nonzero wavevector. The physics, the other tests and all tolerances are unchanged; the only other edit is that the tiny residual after alignment with the static constant is now printed as a magnitude, to avoid a "-0.000000".

Diff:

```diff
@@ -108,6 +108,8 @@
         vals, vecs = np.linalg.eigh(hess + onsite + spring_hessian(k))
         soft = vals < 1e-8 * vals[-1]
-        assert soft.sum() == (0 if not folded.any() else 3) or \
-            (folded.any() and soft.sum() == 0)
+        # Three rigid translations at zero wavevector, a stable lattice elsewhere.
+        expected_soft = 0 if folded.any() else 3
+        assert soft.sum() == expected_soft
+        assert vals[0] > -1e-8 * vals[-1]
         proj = np.abs(vecs.conj().T @ force) ** 2
         relaxation -= 0.5 * n**3 * np.sum(proj[~soft] / vals[~soft])
@@ -206,5 +208,5 @@
 print(f"Gaussian spread per axis (input): {spread:.2f} nm")
 print(f"Energy term from charge spread: {spread_term:.4f} eV")
-print(f"Error after alignment, static constant: {aligned_static:.6f} eV")
+print(f"Size of error after alignment, static: {abs(aligned_static):.6f} eV")
 print(f"Error after alignment, electronic constant: {aligned_inf:.4f} eV")
 print(f"Part of delta cancelled by alignment: {100*(1-aligned_inf/delta):.1f} %")
```

After the repair:

```
Lattice constant (rough input): 0.436 nm
Electronic dielectric constant: 6.5
Static dielectric constant: 9.7
Defect charge: +2 e
Atoms in supercell: 216
Supercell side L: 1.308 nm
Coulomb constant e^2/(4 pi epsilon_0): 1.43996 eV nm
Madelung constant alpha: 2.83730
Unscreened point-charge term: 6.2471 eV
Point-charge term, electronic constant: 0.9611 eV
Point-charge term, static constant: 0.6440 eV
Overcorrection delta: 0.3171 eV = 5.080e-20 J
Relative overcorrection: 49.2 %
Shift of (2+/0) level: -0.1585 eV
Shift of (2+/+) level: -0.2378 eV
Model: dielectric constant from frozen slope: 6.5000
Model: dielectric constant from relaxed slope: 9.7002
Model, 216 ions: raw finite-size shift: -0.6364 eV
Model, 216 ions: error left, static: 0.0077 eV
Model, 216 ions: error left, electronic: 0.3247 eV
Corner potential coefficient v: -0.80194
Gaussian spread per axis (input): 0.10 nm
Energy term from charge spread: 0.0167 eV
Size of error after alignment, static: 0.000000 eV
Error after alignment, electronic constant: 0.1378 eV
Part of delta cancelled by alignment: 56.5 %
Delta, both constants uncertain by 5 %, lowest: 0.2374 eV
Delta, both constants uncertain by 5 %, highest: 0.3983 eV
Cell side for delta = 0.1 eV: 4.147 nm
Atoms for delta = 0.1 eV (continuous): 6885
Smallest whole cubic cell: 10 x 10 x 10
Atoms in that cell: 8000
Delta in that cell: 0.0951 eV
PASS
```
